# The Tauc-Lorentz Dielectric Function, Its Closed-Form Real Part and f-Sum: a numerical check

```python
"""
Tauc-Lorentz dielectric function: closed-form real part and f-sum.

Result under test, for photon energy E and parameters A, E0, C, Eg, eps_inf:
  eps2 = K (E-Eg)^2 / (E D(E)) above Eg, zero below, K = A E0 C,
  D(x) = (x^2-E0^2)^2 + C^2 x^2.
  eps1 is the Kramers-Kronig partner of eps2 in closed form, built from
  the moments Jn = integral of x^n/D(x) from Eg to infinity (n = 0, 1, 2).
  eps2 falls as K/E^3, and S = integral of E eps2 = K (J2 - 2 Eg J1 + Eg^2 J0).
Energies are in eV. A parameter set is the tuple (A, E0, C, Eg), 0 < C < 2 E0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

OPTS = dict(epsabs=1e-11, epsrel=1e-11, limit=400)


def lorentz_denominator(x, p):
    return (x**2 - p[1]**2)**2 + p[2]**2 * x**2


def eps2(E, p):
    A, E0, C, Eg = p
    if E <= Eg:
        return 0.0
    return A * E0 * C * (E - Eg)**2 / (E * lorentz_denominator(E, p))


def moments(p):
    """Closed forms of J0, J1, J2."""
    _, E0, C, Eg = p
    alpha = np.sqrt(4 * E0**2 - C**2)
    gamma2 = E0**2 - C**2 / 2
    plus = (np.pi - np.arctan((2*Eg + alpha) / C)
            - np.arctan((2*Eg - alpha) / C)) / C
    minus = np.log((E0**2 + Eg**2 + alpha*Eg)
                   / (E0**2 + Eg**2 - alpha*Eg)) / (2 * alpha)
    J1 = (np.pi/2 - np.arctan(2*(Eg**2 - gamma2) / (alpha*C))) / (alpha*C)
    return (plus - minus) / (2 * E0**2), J1, (plus + minus) / 2


def bracket_terms(E, p):
    """The four groups of terms inside the braces of the closed form."""
    _, E0, C, Eg = p
    gamma2 = E0**2 - C**2 / 2
    J0, J1, J2 = moments(p)
    if E < 1e-4:      # limit of the difference quotient at zero energy
        logs = 2 * Eg * np.log(Eg) + Eg
    else:
        logs = (xlogy((E + Eg)**2, E + Eg)
                - xlogy((E - Eg)**2, abs(E - Eg))) / (2 * E)
    logs -= 0.5 * Eg * np.log(lorentz_denominator(Eg, p))
    return (logs, -(E**2 + Eg**2) * J2,
            (E0**4 + Eg**2 * (2*gamma2 - E**2)) * J0,
            2 * Eg * (E**2 - gamma2) * J1)


def chi1(E, p):
    """Closed form of eps1 - eps_inf."""
    K = p[0] * p[1] * p[2]
    return 2*K / (np.pi * lorentz_denominator(E, p)) * sum(bracket_terms(E, p))


def chi1_quadrature(E, p):
    """eps1 - eps_inf from the Kramers-Kronig integral itself."""
    Eg = p[3]
    top = max(E, Eg) + 20.0

    def full(x):
        return x * eps2(x, p) / (x**2 - E**2)

    if E > Eg:
        low = quad(lambda x: x * eps2(x, p) / (x + E), Eg, top,
                   weight='cauchy', wvar=E, **OPTS)[0]
    else:
        low = quad(full, Eg, top, **OPTS)[0]
    return 2 / np.pi * (low + quad(full, top, np.inf, **OPTS)[0])


def eps2_from_eps1(E, p):
    """Inverse Kramers-Kronig integral over the closed-form real part."""
    total = 0.0
    for a, b in ((0.0, p[3]), (p[3], 10.0), (10.0, np.inf)):
        if a < E < b:
            total += quad(lambda x: chi1(x, p) / (x + E), a, b,
                          weight='cauchy', wvar=E, **OPTS)[0]
        else:
            total += quad(lambda x: chi1(x, p) / (x**2 - E**2), a, b, **OPTS)[0]
    return -2 * E / np.pi * total


# Rough, rounded parameters in the regime of amorphous silicon
A, E0, C, Eg, eps_inf = 120.0, 3.5, 2.5, 1.2, 1.1
par = (A, E0, C, Eg)
K = A * E0 * C
J0, J1, J2 = moments(par)
HC = const.h * const.c / const.e * 1e9      # eV nm


def optical(E, p):
    """Index n, extinction k and absorption coefficient in 1/cm."""
    N = np.sqrt(complex(eps_inf + chi1(E, p), eps2(E, p)))
    return N.real, N.imag, 4 * np.pi * N.imag * E / HC * 1e7


# Test: convolution of two square-root band edges gives the Tauc square law
width = 0.7
conv = quad(lambda y: np.sqrt(y * (width - y)), 0, width)[0]
assert abs(conv - np.pi * width**2 / 8) < 1e-7

# Test: moments and closed-form eps1 against quadrature, three parameter sets
worst = 0.0
for p in (par, (60.0, 5.0, 6.0, 2.5), (30.0, 2.0, 1.5, 2.6)):
    for order, closed in enumerate(moments(p)):
        direct = sum(quad(lambda x: x**order / lorentz_denominator(x, p),
                          a, b, **OPTS)[0]
                     for a, b in ((p[3], 20.0), (20.0, np.inf)))
        assert abs(direct - closed) < 1e-8
    for E in (0.0, 0.5, 0.9*p[3], p[3], 1.05*p[3], 3.1, 4.0, 7.0, 20.0):
        worst = max(worst, abs(chi1(E, p) - chi1_quadrature(E, p)))
assert worst < 1e-6

# Test: the inverse transform returns zero in the gap and eps2 above it
inverse_error = max(abs(eps2_from_eps1(E, par) - eps2(E, par))
                    for E in (0.8, 3.0, 5.0))
assert inverse_error < 1e-5

# Test: logarithmic growth of the curvature of eps1 at the gap


def curvature(h):
    return (chi1_quadrature(Eg + h, par) + chi1_quadrature(Eg - h, par)
            - 2 * chi1_quadrature(Eg, par)) / h**2


growth = curvature(0.002) - curvature(0.01)
growth_law = 2*K / (np.pi * lorentz_denominator(Eg, par)) * np.log(5) / Eg
assert abs(growth / growth_law - 1) < 0.02

# Test: high-energy exponent of eps2 by finite differences


def exponent(E):
    s = 1e-4
    return np.log(eps2(E*np.exp(s), par) / eps2(E*np.exp(-s), par)) / (2*s)


assert abs(exponent(1000.0) - (-3 + 2*Eg/1000.0)) < 1e-4
assert abs(eps2(1e5, par) * 1e15 / K - 1) < 1e-4

# Test: f-sum, its tail, the divergent next moment, and the eps1 asymptote
S = K * (J2 - 2*Eg*J1 + Eg**2 * J0)


def partial_sum(cut, power=1):
    edges = [Eg] + [e for e in (10.0, 50.0, 200.0, 1000.0) if e < cut] + [cut]
    return sum(quad(lambda x: x**power * eps2(x, par), a, b, limit=400)[0]
               for a, b in zip(edges[:-1], edges[1:]))


S_direct = partial_sum(200.0) + quad(lambda x: x * eps2(x, par),
                                     200.0, np.inf, **OPTS)[0]
assert abs(S_direct / S - 1) < 1e-7
tail = S_direct - partial_sum(200.0)
assert abs(tail / (K/200.0 - K*Eg/200.0**2) - 1) < 1e-3
third_growth = (partial_sum(2000.0, 3) - partial_sum(1000.0, 3)) / 1000.0
assert abs(third_growth / K - 1) < 5e-3
assert abs(-np.pi/2 * 1000.0**2 * chi1(1000.0, par) / S_direct - 1) < 2e-4

# Effective electron count, with a rough atomic density of silicon
atoms = 5.0e28                              # 1/m^3
plasma2 = 2 * S / np.pi                     # eV^2
density = plasma2 * const.epsilon_0 * const.m_e / const.hbar**2
electrons = density / atoms
assert 0 < electrons < 4

# Features of the spectrum
peak = minimize_scalar(lambda E: -eps2(E, par), bounds=(2.0, 6.0),
                       method='bounded', options=dict(xatol=1e-8)).x
zero = brentq(lambda E: eps_inf + chi1(E, par), 3.0, 7.0)
fit_E = np.linspace(1.6, 2.2, 31)
fit = np.polyfit(fit_E, [E * np.sqrt(eps2(E, par)) for E in fit_E], 1)
tauc_gap = -fit[1] / fit[0]
assert tauc_gap > Eg

# Neglected effect 1: exponential (Urbach) tail, joined with equal slope
EU = 0.05


def log_slope(E):
    h = 1e-5
    return np.log(eps2(E + h, par) / eps2(E - h, par)) / (2*h)


join = brentq(lambda E: log_slope(E) - 1/EU, Eg + 0.01, Eg + 0.3)


def tail_eps2(E):
    return eps2(join, par) * np.exp((E - join) / EU)


n_gap = np.sqrt(eps_inf + chi1(Eg, par))
tail_absorption = 2 * np.pi * tail_eps2(Eg) / n_gap * Eg / HC * 1e7
tail_static = 2/np.pi * quad(lambda x: (tail_eps2(x) - eps2(x, par)) / x,
                             0.5, join, points=[Eg])[0]

# Neglected effect 2: heating, rigid shift of Eg and E0
slope_T, rise = -4.0e-4, 100.0              # eV/K (rough), K
shift = slope_T * rise
hot = (A, E0 + shift, C, Eg + shift)
E_red = HC / 633.0
n_red, k_red, a_red = optical(E_red, par)
n_hot, k_hot, a_hot = optical(E_red, hot)

print(f"A = {A:.0f} eV, E0 = {E0} eV, C = {C} eV, Eg = {Eg} eV")
print(f"eps_inf = {eps_inf} (dimensionless)")
print(f"K = A E0 C = {K:.1f} eV^3")
print(f"alpha = {np.sqrt(4*E0**2 - C**2):.4f} eV")
print(f"gamma^2 = {E0**2 - C**2/2:.4f} eV^2")
print(f"J0 = {J0:.6f} eV^-3")
print(f"J1 = {J1:.6f} eV^-2")
print(f"J2 = {J2:.6f} eV^-1")
terms = bracket_terms(2.0, par)
print(f"At 2 eV: D = {lorentz_denominator(2.0, par):.4f} eV^4")
for name, value in zip(("logarithm", "J2", "J0", "J1"), terms):
    print(f"At 2 eV: {name} term in braces = {value:.5f} eV")
print(f"At 2 eV: sum of braces = {sum(terms):.5f} eV")
print(f"At 2 eV: prefactor = {2*K/np.pi/lorentz_denominator(2.0, par):.5f} 1/eV")
print("E (eV), eps1, eps2, n, k, absorption (1/cm):")
for E in (1.0, 1.5, 2.0, 2.5, 3.0, 3.5, 4.0, 5.0, 6.0):
    n, k, a = optical(E, par)
    print(f"  {E:.1f}  {eps_inf + chi1(E, par):8.4f}  {eps2(E, par):8.4f}"
          f"  {n:.4f}  {k:.4f}  {a:.3e}")
print(f"Static eps1(0) = {eps_inf + chi1(0.0, par):.4f}")
print(f"eps1 at the gap = {eps_inf + chi1(Eg, par):.4f}")
print(f"eps2 peak: {eps2(peak, par):.3f} at {peak:.4f} eV")
print(f"eps1 crosses zero at {zero:.4f} eV")
print(f"633 nm: photon energy = {E_red:.4f} eV")
print(f"633 nm: n = {n_red:.4f}, k = {k_red:.4f}")
print(f"633 nm: absorption = {a_red:.3e} 1/cm, depth = {1e7/a_red:.1f} nm")
print(f"Tauc-plot gap, fit 1.6 to 2.2 eV = {tauc_gap:.4f} eV")
for E in (10.0, 100.0, 1000.0):
    print(f"Local exponent of eps2 at {E:.0f} eV = {exponent(E):.4f}")
print(f"f-sum S: closed = {S:.5f}, quadrature = {S_direct:.5f} eV^2")
for cut in (10.0, 20.0, 50.0, 200.0):
    print(f"Fraction of S below {cut:.0f} eV = {partial_sum(cut)/S:.4f}")
print(f"Growth rate of third moment / K = {third_growth/K:.5f}")
print(f"Plasma energy of the band = {np.sqrt(plasma2):.3f} eV")
print(f"Rough atomic density = {atoms*1e-6:.1e} 1/cm^3")
print(f"Effective electrons per atom = {electrons:.3f}")
print(f"Urbach energy (rough) = {EU} eV, tail joins at {join:.4f} eV")
print(f"Tail absorption at Eg = {tail_absorption:.1f} 1/cm (model: 0)")
print(f"Tail change of static eps1 = {tail_static:.5f}")
print(f"Heating by {rise:.0f} K at {slope_T:.1e} eV/K: shift = {shift:.3f} eV")
print(f"Heating, 633 nm: change of n = {n_hot - n_red:+.4f}")
print(f"Heating, 633 nm: absorption ratio hot/cold = {a_hot/a_red:.4f}")
print(f"Largest eps1 error, closed form vs quadrature = {worst:.1e}")
print(f"Largest eps2 error, inverse transform = {inverse_error:.1e}")
print(f"Gap curvature growth / logarithmic law = {growth/growth_law:.4f}")
print("all tests passed")
```

Printed output:

```
A = 120 eV, E0 = 3.5 eV, C = 2.5 eV, Eg = 1.2 eV
eps_inf = 1.1 (dimensionless)
K = A E0 C = 1050.0 eV^3
alpha = 6.5383 eV
gamma^2 = 9.1250 eV^2
J0 = 0.042800 eV^-3
J1 = 0.142264 eV^-2
J2 = 0.624049 eV^-1
At 2 eV: D = 93.0625 eV^4
At 2 eV: logarithm term in braces = 0.11229 eV
At 2 eV: J2 term in braces = -3.39482 eV
At 2 eV: J0 term in braces = 7.30100 eV
At 2 eV: J1 term in braces = -1.74985 eV
At 2 eV: sum of braces = 2.26861 eV
At 2 eV: prefactor = 7.18282 1/eV
E (eV), eps1, eps2, n, k, absorption (1/cm):
  1.0   12.3148    0.0000  3.5092  0.0000  0.000e+00
  1.5   14.6222    0.5523  3.8246  0.0722  1.098e+04
  2.0   17.3950    3.6105  4.1929  0.4305  8.728e+04
  2.5   18.6810    9.4561  4.4508  1.0623  2.692e+05
  3.0   15.4645   16.9729  4.3833  1.9361  5.887e+05
  3.5    6.9447   20.7282  3.7951  2.7309  9.688e+05
  4.0   -0.7301   18.0427  2.9434  3.0649  1.243e+06
  5.0   -4.9555    9.5115  1.6985  2.8000  1.419e+06
  6.0   -4.1899    5.1099  1.0996  2.3236  1.413e+06
Static eps1(0) = 11.2108
eps1 at the gap = 12.9846
eps2 peak: 20.729 at 3.5088 eV
eps1 crosses zero at 3.9369 eV
633 nm: photon energy = 1.9587 eV
633 nm: n = 4.1648, k = 0.3909
633 nm: absorption = 7.760e+04 1/cm, depth = 128.9 nm
Tauc-plot gap, fit 1.6 to 2.2 eV = 1.3645 eV
Local exponent of eps2 at 10 eV = -3.0936
Local exponent of eps2 at 100 eV = -2.9794
Local exponent of eps2 at 1000 eV = -2.9976
f-sum S: closed = 361.45904, quadrature = 361.45904 eV^2
Fraction of S below 10 eV = 0.7275
Fraction of S below 20 eV = 0.8613
Fraction of S below 50 eV = 0.9431
Fraction of S below 200 eV = 0.9856
Growth rate of third moment / K = 0.99835
Plasma energy of the band = 15.169 eV
Rough atomic density = 5.0e+22 1/cm^3
Effective electrons per atom = 3.338
Urbach energy (rough) = 0.05 eV, tail joins at 1.2978 eV
Tail absorption at Eg = 151.2 1/cm (model: 0)
Tail change of static eps1 = 0.00057
Heating by 100 K at -4.0e-04 eV/K: shift = -0.040 eV
Heating, 633 nm: change of n = +0.0818
Heating, 633 nm: absorption ratio hot/cold = 1.1294
Largest eps1 error, closed form vs quadrature = 8.9e-15
Largest eps2 error, inverse transform = 3.8e-14
Gap curvature growth / logarithmic law = 0.9998
all tests passed
```
